# Birefringence of a subwavelength laminate of amorphous and crystalline phase-change material: a program that tests the result

```python
"""Form birefringence of an amorphous/crystalline phase-change laminate.

Result under test: for layers much thinner than the wavelength,
    eps_par  = <eps>        (E in the plane of the layers)
    eps_perp = 1 / <1/eps>  (E along the layer normal)
    n_o = sqrt(eps_par), n_e = sqrt(eps_perp), birefringence = n_e - n_o.
For relative permittivities 16 and 36 in equal parts: 26 and 22.15.

Symbols: eps = relative permittivity, frac = volume fractions in one period,
period and wavelength in nm, k0 = 2 pi / wavelength,
N = in-plane wave number / k0, K = Bloch wave number along the normal.
Fields vary as exp(-i omega t), so absorption means Im(eps) > 0.
Independent road: Maxwell transfer matrices through one period.
"TE" has E in the plane; "TM" has H in the plane.
"""
import numpy as np
from scipy.integrate import quad

wavelength = 1550.0
k0 = 2 * np.pi / wavelength


def half_trace(N2, eps, frac, period, pol):
    """cos(K * period) from the product of the layer matrices."""
    total = np.eye(2, dtype=complex)
    for e, f in zip(eps, frac):
        d = f * period
        kappa2 = k0**2 * (e - N2)
        phase = np.sqrt(complex(kappa2)) * d
        s = d * np.sinc(phase / np.pi)
        p = 1.0 if pol == "TE" else e
        layer = np.array([[np.cos(phase), p * s],
                          [-kappa2 * s / p, np.cos(phase)]])
        total = layer @ total
    return np.trace(total) / 2


def bloch_N2(eps, frac, period, pol):
    """N^2 of the fundamental wave travelling in the plane (K = 0)."""
    x0, x1 = 24.0 + 0j, 25.0 + 1j
    g0 = half_trace(x0, eps, frac, period, pol) - 1
    for _ in range(60):
        g1 = half_trace(x1, eps, frac, period, pol) - 1
        if g1 == g0:
            break
        x2 = x1 - g1 * (x1 - x0) / (g1 - g0)
        x0, g0, x1 = x1, g1, x2
        if abs(x1 - x0) < 1e-8:
            return x1
    raise RuntimeError("Bloch mode search did not converge")


def laminate(eps, frac):
    """Long-wavelength formulas: (eps_par, eps_perp)."""
    eps, frac = np.array(eps), np.array(frac)
    return np.sum(frac * eps), 1 / np.sum(frac / eps)


eps_a, eps_c = 16.0, 36.0
pair, half = [eps_a, eps_c], [0.5, 0.5]
period = 20.0
tiny = 2.0   # nm, period used to approach the long-wavelength limit

# Long-wavelength limit, equal and unequal fractions
for fc in (0.5, 0.3, 0.8):
    fr = [1 - fc, fc]
    par, perp = laminate(pair, fr)
    te = bloch_N2(pair, fr, tiny, "TE").real
    tm = bloch_N2(pair, fr, tiny, "TM").real
    assert abs(te - par) < 1e-3 and abs(tm - perp) < 1e-3
    gap = fr[0] * fc * (eps_c - eps_a)**2 / (fr[0] * eps_c + fc * eps_a)
    assert abs((te - tm) - gap) < 1e-3 and te > tm

eps_par, eps_perp = laminate(pair, half)
n_o, n_e = np.sqrt(eps_par), np.sqrt(eps_perp)
dn = n_e - n_o
dn_bloch = (np.sqrt(bloch_N2(pair, half, tiny, "TM"))
            - np.sqrt(bloch_N2(pair, half, tiny, "TE"))).real
assert abs(dn_bloch + 2 / np.sqrt(26)) < 1e-4
assert abs(dn - dn_bloch) < 1e-4


# Direction dependence: theta is measured from the layer normal
def n_extra(theta):
    return 1 / np.sqrt(np.cos(theta)**2 / eps_par
                       + np.sin(theta)**2 / eps_perp)


for deg in (0.0, 20.0, 45.0, 70.0):
    th = np.radians(deg)
    for pol, n in (("TE", n_o), ("TM", n_extra(th))):
        c = half_trace((n * np.sin(th))**2, pair, half, tiny, pol).real
        K = np.arccos(c) / tiny
        assert abs(K / k0 - n * np.cos(th)) < 1e-3


# Finite period: leading correction against the full Bloch solution
def period_shift(L):
    q = (k0 * L)**2 / 12
    par = q * 0.5**4 * (eps_c - eps_a)**2
    perp = q * eps_perp * sum(0.5**3 * (e - eps_perp)**2 / e for e in pair)
    return par, perp


full = {}
for L in (period, 100.0):
    full[L] = (bloch_N2(pair, half, L, "TE").real,
               bloch_N2(pair, half, L, "TM").real)
shift = period_shift(period)
assert abs((full[period][0] - eps_par) / shift[0] - 1) < 0.01
assert abs((full[period][1] - eps_perp) / shift[1] - 1) < 0.01
shift100 = period_shift(100.0)
assert abs(full[100.0][0] - eps_par - shift100[0]) < 0.02
assert abs(full[100.0][1] - eps_perp - shift100[1]) < 0.02
dn_full = {L: np.sqrt(v[1]) - np.sqrt(v[0]) for L, v in full.items()}

# Half-wave path: the two full Bloch waves must end in antiphase
half_wave = wavelength / (2 * abs(dn))
assert abs(np.exp(1j * k0 * dn_full[period] * half_wave) + 1) < 0.01

# Fraction error
dn_frac = {}
for fc in (0.45, 0.55):
    a, b = laminate(pair, [1 - fc, fc])
    dn_frac[fc] = np.sqrt(b) - np.sqrt(a)

# Interfaces graded linearly in eps over a finite width
width = 2.0
w = width / period
inv_grade = np.log(eps_c / eps_a) / (eps_c - eps_a)
inv_quad = quad(lambda t: 1 / (eps_a + (eps_c - eps_a) * t), 0, 1)[0]
assert abs(inv_grade - inv_quad) < 1e-10
perp_grade = 1 / ((0.5 - w) * (1 / eps_a + 1 / eps_c) + 2 * w * inv_grade)
m = 40
ramp = list(eps_a + (eps_c - eps_a) * (np.arange(m) + 0.5) / m)
g_eps = [eps_a] + ramp + [eps_c] + ramp[::-1]
g_frac = [0.5 - w] + [w / m] * m + [0.5 - w] + [w / m] * m
assert abs(bloch_N2(g_eps, g_frac, tiny, "TM").real - perp_grade) < 2e-3
assert abs(bloch_N2(g_eps, g_frac, tiny, "TE").real - eps_par) < 2e-3
dn_grade = np.sqrt(perp_grade) - n_o

# Absorbing crystalline phase
eps_cl = 36.0 + 12.0j
lossy = [eps_a + 0j, eps_cl]
par_l, perp_l = laminate(lossy, half)
assert abs(bloch_N2(lossy, half, tiny, "TE") - par_l) < 1e-3
assert abs(bloch_N2(lossy, half, tiny, "TM") - perp_l) < 1e-3
no_l, ne_l = np.sqrt(par_l), np.sqrt(perp_l)
dn_l = ne_l - no_l
path_l = wavelength / (2 * abs(dn_l.real))
T_o = np.exp(-2 * k0 * no_l.imag * path_l)
T_e = np.exp(-2 * k0 * ne_l.imag * path_l)
assert T_o < T_e < 0.1   # little light survives a half-wave path

print("INPUTS")
print(f"wavelength = {wavelength:.0f} nm, period = {period:.0f} nm")
print(f"layer thickness = {period / 2:.0f} nm each")
print(f"eps amorphous = {eps_a:.0f}, eps crystalline = {eps_c:.0f} (1)")
print(f"phase across a period, k0 n_o period = {k0*n_o*period:.3f} rad")
print("LONG-WAVELENGTH RESULT (dimensionless)")
print(f"eps in-plane = {eps_par:.4f}")
print(f"eps normal = {eps_perp:.4f}")
print(f"eps in-plane - eps normal = {eps_par - eps_perp:.4f}")
print(f"n_o = {n_o:.4f}, n_e = {n_e:.4f}")
print(f"birefringence n_e - n_o = {dn:.4f}")
print(f"same from Bloch waves, {tiny:.0f} nm period = {dn_bloch:.4f}")
n45 = n_extra(np.pi / 4)
print(f"extraordinary index at 45 deg = {n45:.4f}")
print(f"index difference at 45 deg = {n45 - n_o:.4f}")
print(f"half-wave path without loss = {half_wave:.0f} nm")
print("FINITE PERIOD (dimensionless)")
print(f"leading shift in-plane, 20 nm = {shift[0]:.5f}")
print(f"leading shift normal, 20 nm = {shift[1]:.5f}")
for L in full:
    print(f"Bloch N^2 at {L:.0f} nm: in-plane {full[L][0]:.4f}, "
          f"normal {full[L][1]:.4f}")
    print(f"birefringence at {L:.0f} nm period = {dn_full[L]:.4f}")
print("FRACTION AND INTERFACES (dimensionless)")
for fc in dn_frac:
    print(f"birefringence, crystalline part {fc:.2f} = {dn_frac[fc]:.4f}")
print(f"grading width = {width:.0f} nm per interface")
print(f"eps normal with grading = {perp_grade:.4f}")
print(f"birefringence with grading = {dn_grade:.4f}")
print("ABSORPTION (rough typical size)")
print(f"eps crystalline = {eps_cl.real:.0f} + {eps_cl.imag:.0f}i")
n_cl = np.sqrt(eps_cl)
print(f"crystalline index = {n_cl.real:.3f} + {n_cl.imag:.3f}i")
print(f"eps in-plane = {par_l.real:.3f} + {par_l.imag:.3f}i")
print(f"eps normal = {perp_l.real:.3f} + {perp_l.imag:.3f}i")
print(f"n_o = {no_l.real:.4f} + {no_l.imag:.4f}i")
print(f"n_e = {ne_l.real:.4f} + {ne_l.imag:.4f}i")
print(f"birefringence, real part = {dn_l.real:.4f}")
print(f"dichroism, k_e - k_o = {dn_l.imag:.4f}")
print(f"1/e intensity depth, ordinary = {1/(2*k0*no_l.imag):.0f} nm")
print(f"1/e intensity depth, extraord. = {1/(2*k0*ne_l.imag):.0f} nm")
print(f"half-wave path with loss = {path_l:.0f} nm")
print(f"intensity left after it, ordinary = {T_o:.2e}")
print(f"intensity left after it, extraordinary = {T_e:.2e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
INPUTS
wavelength = 1550 nm, period = 20 nm
layer thickness = 10 nm each
eps amorphous = 16, eps crystalline = 36 (1)
phase across a period, k0 n_o period = 0.413 rad
LONG-WAVELENGTH RESULT (dimensionless)
eps in-plane = 26.0000
eps normal = 22.1538
eps in-plane - eps normal = 3.8462
n_o = 5.0990, n_e = 4.7068
birefringence n_e - n_o = -0.3922
same from Bloch waves, 2 nm period = -0.3922
extraordinary index at 45 deg = 4.8911
index difference at 45 deg = -0.2079
half-wave path without loss = 1976 nm
FINITE PERIOD (dimensionless)
leading shift in-plane, 20 nm = 0.01369
leading shift normal, 20 nm = 0.01167
Bloch N^2 at 20 nm: in-plane 26.0137, normal 22.1655
birefringence at 20 nm period = -0.3923
Bloch N^2 at 100 nm: in-plane 26.3419, normal 22.4547
birefringence at 100 nm period = -0.3938
FRACTION AND INTERFACES (dimensionless)
birefringence, crystalline part 0.45 = -0.3812
birefringence, crystalline part 0.55 = -0.3962
grading width = 2 nm per interface
eps normal with grading = 22.6140
birefringence with grading = -0.3436
ABSORPTION (rough typical size)
eps crystalline = 36 + 12i
crystalline index = 6.081 + 0.987i
eps in-plane = 26.000 + 6.000i
eps normal = 22.652 + 2.157i
n_o = 5.1324 + 0.5845i
n_e = 4.7648 + 0.2264i
birefringence, real part = -0.3677
dichroism, k_e - k_o = -0.3581
1/e intensity depth, ordinary = 211 nm
1/e intensity depth, extraord. = 545 nm
half-wave path with loss = 2108 nm
intensity left after it, ordinary = 4.59e-05
intensity left after it, extraordinary = 2.09e-02
ALL CHECKS PASSED
```
